**Least-squares STO-3G fit and hydrogen energies**

The program finds the normalized sum of three Gaussians closest to the 1s Slater function, with Gaussian exponents `alpha`, coefficients `coef`, Slater exponent `zeta` and overlap `S`. It solves the stationarity equations and asserts that the exponents agree with a direct least-squares fit on a radial grid, which reached the same minimum from all 13 starting points. A separate grid fit at `zeta = 1.24` confirms that the exponents scale with the square of `zeta`. The atomic energies are asserted against radial quadrature, and the exponents, coefficients and energy at 1.24 against the STO-3G set stored in PySCF. The output gives exponents 2.2277, 0.4058 and 0.1098 bohr⁻², with energies of −0.4949 hartree at `zeta = 1` and −0.4666 hartree at 1.24. Further assertions show that minimizing the energy gives a lower energy but a smaller overlap with the Slater function. For H₂ at 1.4 bohr, in minimal-basis restricted Hartree–Fock, they show that 1.24 lowers the molecular energy relative to `zeta = 1`, while it raises that of the atom.

## Check in Python

```python
# Result under test: the normalized sum of three Gaussians closest, in the
# least-squares sense, to the Slater function exp(-r)/sqrt(pi) has exponents
# 2.2277, 0.4058, 0.1098. Used for the hydrogen atom with fixed coefficients,
# it gives -0.4949 hartree at Slater exponent 1 and -0.4666 hartree at 1.24.
# Symbols: alpha = Gaussian exponents (bohr^-2), coef = coefficients of
# normalized Gaussians, zeta = Slater exponent (bohr^-1), S = overlap of the
# Slater function with its fit. Hartree atomic units, fixed point nucleus.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import least_squares, minimize, minimize_scalar, root
from scipy.special import erfcx
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ZETA_MOL = 1.24
BOND = 1.4

# Radial quadrature grid on [0, 40] bohr
nodes, weights = np.polynomial.legendre.leggauss(400)
r = 20.0 * (nodes + 1.0)
w = 20.0 * weights
volume = 4.0 * np.pi * r**2 * w


def gaussians(alpha, radius):
    return (2 * alpha / np.pi)**0.75 * np.exp(-np.outer(radius**2, alpha))


def slater(zeta, radius):
    return np.sqrt(zeta**3 / np.pi) * np.exp(-zeta * radius)


# ---------- Derived formulas ----------
def slater_moments(alpha):
    """Integrals of r^2 and r^4 times exp(-r - alpha r^2)."""
    i0 = 0.5 * np.sqrt(np.pi / alpha) * erfcx(0.5 / np.sqrt(alpha))
    i1 = (1 - i0) / (2 * alpha)
    i2 = (i0 - i1) / (2 * alpha)
    i3 = (2 * i1 - i2) / (2 * alpha)
    i4 = (3 * i2 - i3) / (2 * alpha)
    return i2, i4


def matrices(alpha):
    total = alpha[:, None] + alpha[None, :]
    product = alpha[:, None] * alpha[None, :]
    overlap = (2 * np.sqrt(product) / total)**1.5
    kinetic = 3 * product / total * overlap
    inverse_r = 2 * np.sqrt(total / np.pi) * overlap
    return overlap, kinetic, inverse_r, total


def slater_overlaps(alpha):
    prefactor = 4 * np.sqrt(np.pi) * (2 * alpha / np.pi)**0.75
    i2, i4 = slater_moments(alpha)
    return prefactor * i2, prefactor * i4


def squared_overlap(log_alpha):
    alpha = np.exp(log_alpha)
    s, _ = slater_overlaps(alpha)
    return s @ np.linalg.solve(matrices(alpha)[0], s)


def stationarity(log_alpha):
    alpha = np.exp(log_alpha)
    overlap, _, _, total = matrices(alpha)
    s, s_r2 = slater_overlaps(alpha)
    free_coef = np.linalg.solve(overlap, s)
    return s_r2 - (1.5 / total * overlap) @ free_coef


rough = minimize(lambda x: -squared_overlap(x), np.log([2.0, 0.5, 0.125]),
                 method="Nelder-Mead",
                 options={"xatol": 1e-7, "fatol": 1e-14, "maxiter": 3000})
solution = root(stationarity, rough.x, tol=1e-12)
assert np.max(np.abs(stationarity(solution.x))) < 1e-10
alpha = np.sort(np.exp(solution.x))[::-1]
G, T_mat, R_mat, _ = matrices(alpha)
s_vec, _ = slater_overlaps(alpha)
free_coef = np.linalg.solve(G, s_vec)
S = np.sqrt(s_vec @ free_coef)
coef = free_coef / S
T = coef @ T_mat @ coef
V = coef @ R_mat @ coef


def atom_energy(zeta):
    return zeta**2 * T - zeta * V


# ---------- Test: Slater-Gaussian integrals against quadrature ----------
for a in (0.1, 0.7, 3.0):
    kernel = np.exp(-r - a * r**2)
    closed = slater_moments(a)
    assert abs(closed[0] - np.sum(w * r**2 * kernel)) < 1e-10
    assert abs(closed[1] - np.sum(w * r**4 * kernel)) < 1e-10


# ---------- Test: direct least-squares fit on the grid ----------
def grid_residual(log_alpha, zeta):
    basis = np.sqrt(volume)[:, None] * gaussians(np.exp(log_alpha), r)
    target = np.sqrt(volume) * slater(zeta, r)
    best = np.linalg.lstsq(basis, target, rcond=None)[0]
    return target - basis @ best


def grid_fit(start, zeta):
    return least_squares(grid_residual, start, args=(zeta,), jac="3-point",
                         bounds=(-6, 6), ftol=1e-14, xtol=1e-12, gtol=1e-14,
                         max_nfev=200)


rng = np.random.default_rng(1)
starts = [np.log([3.0, 0.6, 0.1])]
starts += [rng.uniform(np.log(0.03), np.log(20), 3) for _ in range(12)]
fits = [grid_fit(x, 1.0) for x in starts]
best_fit = min(fits, key=lambda f: f.cost)
grid_alpha = np.sort(np.exp(best_fit.x))[::-1]
assert np.allclose(grid_alpha, alpha, rtol=2e-5)
assert abs(2 * best_fit.cost - (1 - S**2)) < 1e-10
n_same = sum(abs(f.cost - best_fit.cost) < 1e-9 for f in fits)

# Scaling of the exponents, from a separate fit to the 1.24 function
scaled_fit = grid_fit(np.log([3.0, 0.6, 0.1]), ZETA_MOL)
scaled_alpha = np.sort(np.exp(scaled_fit.x))[::-1]
assert np.allclose(scaled_alpha, ZETA_MOL**2 * alpha, rtol=2e-5)

# Norm and squared distance of the normalized fit
fit_values = gaussians(alpha, r) @ coef
distance = np.sum(volume * (slater(1.0, r) - fit_values)**2)
assert abs(np.sum(volume * fit_values**2) - 1) < 1e-10
assert abs(distance - (2 - 2 * S)) < 1e-10


# ---------- Test: energies from quadrature and from stored STO-3G ----------
def quadrature_energy(zeta):
    step = 1e-4
    a = zeta**2 * alpha
    slope = (gaussians(a, r + step) - gaussians(a, r - step)) @ coef
    slope /= 2 * step
    density = (gaussians(a, r) @ coef)**2
    return np.sum(volume * (0.5 * slope**2 - density / r))


for z in (1.0, ZETA_MOL):
    assert abs(quadrature_energy(z) - atom_energy(z)) < 1e-6

stored = np.array(gto.basis.load("sto-3g", "H")[0][1:], dtype=float)
stored = stored[np.argsort(-stored[:, 0])]
assert np.allclose(stored[:, 0], ZETA_MOL**2 * alpha, rtol=1e-4)
assert np.allclose(stored[:, 1], coef, atol=3e-5)
atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
stored_energy = (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[0, 0]
assert abs(stored_energy - atom_energy(ZETA_MOL)) < 1e-5

assert np.array_equal(np.round(alpha, 4), [2.2277, 0.4058, 0.1098])
assert round(atom_energy(1.0), 4) == -0.4949
assert round(atom_energy(ZETA_MOL), 4) == -0.4666

# ---------- Best scale and the variational alternatives ----------
zeta_best = V / (2 * T)
scan = minimize_scalar(quadrature_energy, bounds=(0.8, 1.3), method="bounded",
                       options={"xatol": 1e-8})
assert abs(scan.x - zeta_best) < 1e-4
assert abs(scan.fun + V**2 / (4 * T)) < 1e-6


def lowest_energy(log_alpha):
    g, t, inv_r, _ = matrices(np.exp(log_alpha))
    return eigh(t - inv_r, g, eigvals_only=True)[0]


E_free_coef = lowest_energy(np.log(alpha))
energy_fit = minimize(lowest_energy, np.log(alpha), method="Nelder-Mead",
                      options={"xatol": 1e-7, "fatol": 1e-13,
                               "maxiter": 3000})
alpha_energy = np.sort(np.exp(energy_fit.x))[::-1]
assert -0.5 < energy_fit.fun < E_free_coef < atom_energy(1.0)
g_e, t_e, r_e, _ = matrices(alpha_energy)
vec_e = eigh(t_e - r_e, g_e)[1][:, 0]
S_energy = abs(slater_overlaps(alpha_energy)[0] @ vec_e)
assert S_energy < S

E_slater_mol = ZETA_MOL**2 / 2 - ZETA_MOL
scale_part = E_slater_mol + 0.5
fit_part = atom_energy(ZETA_MOL) - E_slater_mol


# ---------- H2, restricted Hartree-Fock, one function per atom ----------
# Symmetry fixes the doubly occupied orbital as the normalized sum.
def h2_energy(zeta):
    shell = [[0] + [[zeta**2 * a, c] for a, c in zip(alpha, coef)]]
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, BOND)]], unit="Bohr",
                basis={"H": shell}, verbose=0)
    overlap = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    repulsion = mol.intor("int2e").reshape(2, 2, 2, 2)
    orbital = np.ones(2) / np.sqrt(overlap.sum())
    coulomb = np.einsum("ijkl,i,j,k,l", repulsion, *([orbital] * 4))
    return 2 * orbital @ core @ orbital + coulomb + 1 / BOND


h2_one, h2_mol = h2_energy(1.0), h2_energy(ZETA_MOL)
h2_scan = minimize_scalar(h2_energy, bounds=(0.9, 1.5), method="bounded",
                          options={"xatol": 1e-6})
assert h2_mol < h2_one and atom_energy(ZETA_MOL) > atom_energy(1.0)
assert h2_scan.fun < h2_mol and 1.0 < h2_scan.x < ZETA_MOL

# ---------- Printed numbers ----------
for k in range(3):
    print(f"Gaussian {k+1}: exponent at zeta=1 = {alpha[k]:.5f} bohr^-2")
    print(f"  exponent at zeta=1.24 = {ZETA_MOL**2*alpha[k]:.5f} bohr^-2")
    print(f"  overlap with Slater function = {s_vec[k]:.6f}")
    print(f"  coefficient, unconstrained fit = {free_coef[k]:.5f}")
    print(f"  coefficient, normalized fit = {coef[k]:.5f}")
print(f"Gaussian overlaps G12, G13, G23 = "
      f"{G[0,1]:.5f}, {G[0,2]:.5f}, {G[1,2]:.5f}")
print(f"Overlap S of fit and Slater function = {S:.7f}")
print(f"Squared distance 2-2S = {2-2*S:.4e}")
print(f"Unconstrained residual 1-S^2 = {1-S**2:.4e}")
print(f"Grid fits reaching the best minimum = {n_same} of {len(fits)}")
print(f"Slater function at nucleus = {slater(1.0, 0.0):.4f} bohr^-3/2")
fit_zero = (gaussians(alpha, np.array([0.0])) @ coef)[0]
print(f"Fit at nucleus = {fit_zero:.4f} bohr^-3/2")
print(f"Kinetic energy T at zeta=1 = {T:.6f} hartree")
print(f"Mean 1/r, V at zeta=1 = {V:.6f} bohr^-1")
print(f"Atom energy at zeta=1 = {atom_energy(1.0):.6f} hartree")
print(f"  the same = {atom_energy(1.0)*HARTREE_EV:.3f} eV")
print(f"Kinetic part at zeta=1.24 = {ZETA_MOL**2*T:.6f} hartree")
print(f"Nuclear part at zeta=1.24 = {-ZETA_MOL*V:.6f} hartree")
print(f"Atom energy at zeta=1.24 = {atom_energy(ZETA_MOL):.6f} hartree")
print(f"  the same = {atom_energy(ZETA_MOL)*HARTREE_EV:.3f} eV")
print(f"Stored STO-3G atom energy = {stored_energy:.6f} hartree")
print(f"True Slater energy at zeta=1.24 = {E_slater_mol:.6f} hartree")
print(f"Error at 1.24 from scale = {scale_part:.6f} hartree")
print(f"Error at 1.24 from Gaussian fit = {fit_part:.6f} hartree")
print(f"Error at 1 from Gaussian fit = {atom_energy(1.0)+0.5:.6f} hartree")
print(f"Best atomic scale zeta = {zeta_best:.5f} bohr^-1")
print(f"Energy at best scale = {-V**2/(4*T):.6f} hartree")
print(f"Energy, coefficients freed = {E_free_coef:.6f} hartree")
print(f"Energy, exponents freed too = {energy_fit.fun:.6f} hartree")
print("Energy-optimized exponents = "
      + ", ".join(f"{a:.4f}" for a in alpha_energy) + " bohr^-2")
print(f"Overlap S of energy-optimized function = {S_energy:.7f}")
print(f"H2 separation = {BOND:.1f} bohr")
print(f"H2 energy at zeta=1 = {h2_one:.5f} hartree")
print(f"H2 energy at zeta=1.24 = {h2_mol:.5f} hartree")
print(f"H2 best zeta = {h2_scan.x:.3f} bohr^-1")
print(f"H2 energy at best zeta = {h2_scan.fun:.5f} hartree")
bind_same = 2 * atom_energy(ZETA_MOL) - h2_mol
bind_one = 2 * atom_energy(1.0) - h2_mol
print(f"H2 (1.24) binding, atoms at 1.24 = {bind_same:.5f} hartree")
print(f"H2 (1.24) binding, atoms at 1 = {bind_one:.5f} hartree")
print("checks complete")
```

Running it gives:

```
Gaussian 1: exponent at zeta=1 = 2.22766 bohr^-2
  exponent at zeta=1.24 = 3.42525 bohr^-2
  overlap with Slater function = 0.605097
  coefficient, unconstrained fit = 0.15430
  coefficient, normalized fit = 0.15433
Gaussian 2: exponent at zeta=1 = 0.40577 bohr^-2
  exponent at zeta=1.24 = 0.62391 bohr^-2
  overlap with Slater function = 0.959324
  coefficient, unconstrained fit = 0.53524
  coefficient, normalized fit = 0.53533
Gaussian 3: exponent at zeta=1 = 0.10982 bohr^-2
  exponent at zeta=1.24 = 0.16886 bohr^-2
  overlap with Slater function = 0.883642
  coefficient, unconstrained fit = 0.44456
  coefficient, normalized fit = 0.44463
Gaussian overlaps G12, G13, G23 = 0.61356, 0.27531, 0.74098
Overlap S of fit and Slater function = 0.9998347
Squared distance 2-2S = 3.3053e-04
Unconstrained residual 1-S^2 = 3.3050e-04
Grid fits reaching the best minimum = 13 of 13
Slater function at nucleus = 0.5642 bohr^-3/2
Fit at nucleus = 0.4550 bohr^-3/2
Kinetic energy T at zeta=1 = 0.494298 hartree
Mean 1/r, V at zeta=1 = 0.989205 bohr^-1
Atom energy at zeta=1 = -0.494907 hartree
  the same = -13.467 eV
Kinetic part at zeta=1.24 = 0.760032 hartree
Nuclear part at zeta=1.24 = -1.226614 hartree
Atom energy at zeta=1.24 = -0.466582 hartree
  the same = -12.696 eV
Stored STO-3G atom energy = -0.466582 hartree
True Slater energy at zeta=1.24 = -0.471200 hartree
Error at 1.24 from scale = 0.028800 hartree
Error at 1.24 from Gaussian fit = 0.004618 hartree
Error at 1 from Gaussian fit = 0.005093 hartree
Best atomic scale zeta = 1.00062 bohr^-1
Energy at best scale = -0.494907 hartree
Energy, coefficients freed = -0.495010 hartree
Energy, exponents freed too = -0.496979 hartree
Energy-optimized exponents = 4.5004, 0.6813, 0.1514 bohr^-2
Overlap S of energy-optimized function = 0.9993764
H2 separation = 1.4 bohr
H2 energy at zeta=1 = -1.08164 hartree
H2 energy at zeta=1.24 = -1.11671 hartree
H2 best zeta = 1.190 bohr^-1
H2 energy at best zeta = -1.11922 hartree
H2 (1.24) binding, atoms at 1.24 = 0.18355 hartree
H2 (1.24) binding, atoms at 1 = 0.12690 hartree
checks complete
```
